# The Open-Circuit Lorenz Ratio of Classical Emission over a Planar Barrier

## A case with two energies

Let a hot and a cold electron reservoir exchange carriers of two energies, $E_1=E_0+\delta$ and $E_2=E_0-\delta$, measured from the common equilibrium Fermi level. In equilibrium each reservoir sends out $N/2$ carriers of each kind per unit area and time. Occupations are classical, so each emission rate is proportional to $\exp[-(E-\mu)/k_BT]$, where $\mu$ is the electrochemical potential.

Give the hot side small excesses $\Delta\mu$ and $\Delta T$ over the cold side. Differentiating the exponent at $\mu=0$ gives the net flux of each kind from hot to cold:
$$
j_i=\frac N2\left(\frac{\Delta\mu}{k_BT}+\frac{E_i\,\Delta T}{k_BT^2}\right).
$$
At open circuit $j_1+j_2=0$, hence $\Delta\mu=-E_0\Delta T/T$. Inserting this gives
$$
j_1=-j_2=\frac{N\delta\,\Delta T}{2k_BT^2}.
$$
Faster carriers flow one way and slower ones return. The energy flux is
$$
E_1j_1+E_2j_2=(E_1-E_2)j_1=\frac{N\delta^2}{k_BT^2}\,\Delta T .
$$
If $\delta=0$, stopping the charge also stops the heat. Open-circuit heat flow therefore measures the spread of carrier energies, here the variance $\delta^2$, and not their mean. For a planar barrier, the task is to find that variance.

## Setting and assumptions

Two reservoirs face each other across a planar barrier whose top lies $\phi$ above the equilibrium Fermi level. The assumptions are:

1. The emitted electrons are classical: $\phi\gg k_BT$.
2. One carrier type contributes, with an isotropic parabolic band of mass $m$ at the barrier top.
3. Momentum parallel to the plane is conserved, and the crossing is ballistic.
4. An electron crosses if its longitudinal energy exceeds the top, and is otherwise turned back.
5. The differences $\Delta T$ and $\Delta\mu$ are small enough for linear response.

The carrier charge is $-e$, and $b=\phi/k_BT$. All fluxes are per unit area, and differences are hot minus cold. $G$ is the isothermal electric conductance, and $K$ is the electronic heat flux divided by $\Delta T$ at zero electric current. Lattice heat is not part of $K$.

**Theorem.** Under these assumptions,
$$
\boxed{L\equiv\frac{K}{GT}=2\left(\frac{k_B}{e}\right)^2.}
$$

## The energy moments

**Lemma 1.** The one-way equilibrium number flux is
$$
N=\frac{m(k_BT)^2}{2\pi^2\hbar^3}\,e^{-b},
$$
and the energy $E$ of an emitted electron has
$$
\langle E\rangle=\phi+2k_BT,\qquad \operatorname{Var}E=2(k_BT)^2 .
$$

*Proof.* Phase space holds $2/h^3$ states per unit volume and momentum volume, the 2 being for spin. An electron approaches the plane at speed $p_x/m$, so
$$
N=\frac{2}{h^3}\int_{p_x>0}d^3p\,\frac{p_x}{m}\,
\exp\left(-\frac{\phi+p^2/2m}{k_BT}\right),
$$
where $p$ is the momentum above the barrier. Set $\varepsilon_x=p_x^2/2m$ and $\varepsilon_t=p_t^2/2m$, with $p_t$ the momentum in the plane. Then
$$
\frac{p_x\,dp_x}{m}=d\varepsilon_x,\qquad
d^2p_t=2\pi p_t\,dp_t=2\pi m\,d\varepsilon_t,
$$
and the integral separates:
$$
N=\frac{4\pi m}{h^3}e^{-b}
\int_0^\infty e^{-\varepsilon_x/k_BT}d\varepsilon_x
\int_0^\infty e^{-\varepsilon_t/k_BT}d\varepsilon_t
=\frac{4\pi m(k_BT)^2}{h^3}e^{-b}.
$$
With $h=2\pi\hbar$, the prefactor $4\pi/h^3$ is $1/(2\pi^2\hbar^3)$.

The integrand also shows that, among emitted electrons, $\varepsilon_x$ and $\varepsilon_t$ are independent and exponentially distributed. For either one,
$$
\langle\varepsilon\rangle=k_BT,\qquad
\langle\varepsilon^2\rangle=2(k_BT)^2,\qquad
\operatorname{Var}\varepsilon=2(k_BT)^2-(k_BT)^2=(k_BT)^2 .
$$
Since $E=\phi+\varepsilon_x+\varepsilon_t$, the means add to $\phi+2k_BT$ and the variances to $2(k_BT)^2$. $\square$

The two equal contributions have different origins. The transverse one comes from two degrees of freedom, each with mean energy $k_BT/2$. The longitudinal one comes from a single degree of freedom, but fast electrons reach the plane more often, and the factor $p_x$ raises its mean from $k_BT/2$ to $k_BT$.

## Linear response

**Lemma 2.** The net number and energy fluxes from hot to cold are, to first order,
$$
J_N=N\left[\frac{\Delta\mu}{k_BT}+\frac{\langle E\rangle\Delta T}{k_BT^2}\right],
\qquad
J_E=N\left[\frac{\langle E\rangle\Delta\mu}{k_BT}+\frac{\langle E^2\rangle\Delta T}{k_BT^2}\right].
$$

*Proof.* For a reservoir with $f=\exp[-(E-\mu)/k_BT]$, small changes about $\mu=0$ give
$$
\frac{\delta f}{f}=\frac{\delta\mu}{k_BT}+\frac{E\,\delta T}{k_BT^2}.
$$
Subtract the cold emission from the hot emission. The equilibrium parts cancel, and $\delta\mu,\delta T$ become $\Delta\mu,\Delta T$. Averaging over the emitted electrons gives $J_N$. Weighting each electron by $E$ first gives $J_E$. $\square$

The applied differences may also move the barrier top by a first-order amount $\delta\phi$. This multiplies both opposing emissions by $1-\delta\phi/k_BT$, and the factor acts on a difference that is already first order. The energy carried per electron also shifts by $\delta\phi$, but equally in both directions. The effect on $J_N$ and $J_E$ is therefore second order, and it does not matter where along the barrier the voltage drops.

## Proof of the theorem

*Electric conductance.* Put $\Delta T=0$. The voltage difference is $\Delta V=-\Delta\mu/e$, and the electric current density from hot to cold is $-eJ_N$. The two minus signs cancel in their ratio:
$$
G=\frac{-eJ_N}{-\Delta\mu/e}=\frac{e^2J_N}{\Delta\mu}=\frac{e^2N}{k_BT}.
$$

*Open circuit.* Put $J_N=0$. Lemma 2 gives
$$
\Delta\mu=-\frac{\langle E\rangle}{T}\Delta T .
$$
Heat is energy counted from an electrochemical potential. With no net particle flux, changing that reference adds nothing, so the heat flux equals $J_E$. Substitution gives
$$
J_E=N\left[-\frac{\langle E\rangle^2}{k_BT^2}+\frac{\langle E^2\rangle}{k_BT^2}\right]\Delta T
=\frac{N\operatorname{Var}E}{k_BT^2}\,\Delta T .
$$
By Lemma 1,
$$
K=\frac{N\,2(k_BT)^2}{k_BT^2}=2k_BN .
$$

*Ratio.* The flux $N$, and with it the mass and the barrier height, cancels:
$$
\frac{K}{GT}=\frac{2k_BN}{(e^2N/k_BT)\,T}=2\left(\frac{k_B}{e}\right)^2 .\qquad\square
$$

**Remark 1: the thermovoltage.** With $S=-\Delta V/\Delta T$ at zero current, the open-circuit condition gives $\Delta V=-\Delta\mu/e=\langle E\rangle\Delta T/(eT)$, and
$$
S=-\frac{\phi+2k_BT}{eT}.
$$
The hot side becomes positive because it has initially lost more electrons.

**Remark 2: zero voltage is another experiment.** If the contacts are shorted, $\Delta\mu=0$ and a particle current flows. To first order, the heat flux per kelvin is then
$$
K_0=\frac{N\langle E^2\rangle}{k_BT^2}
=\frac{N\left(\langle E\rangle^2+\operatorname{Var}E\right)}{k_BT^2}
=k_BN\left[(b+2)^2+2\right].
$$
The first term equals $GS^2T$, since
$$
GS^2T=\frac{e^2N}{k_BT}\,\frac{\langle E\rangle^2}{e^2T^2}\,T=\frac{N\langle E\rangle^2}{k_BT^2}.
$$
Thus $K_0=K+GS^2T$, and $K_0/(GT)$ depends on the barrier height.

## What replaces the factor 2

**Proposition.** Let the crossing be elastic, and let $M(E)$ be the number of open transverse modes per area, each counted with its transmission. Then
$$
L=\frac{\operatorname{Var}E}{e^2T^2},
$$
where the variance is taken with weight $M(E)(-\partial f/\partial E)$ and $f$ is the Fermi function. If $f$ is classical and $M\propto(E-\phi)^p$ with $p>-1$, then $L=(p+1)(k_B/e)^2$.

*Proof.* At fixed transverse momentum, $\int dp_x\,v_x\,\delta(E-E(\mathbf p))=1$ over the forward branch, because $v_x=\partial E/\partial p_x$. The flux per energy is thus $(2/h)M f$, where $M$ is the area of allowed transverse momenta divided by $h^2$. Since $f$ depends on $(E-\mu)/k_BT$,
$$
\Delta f=\left(-\frac{\partial f}{\partial E}\right)\left(\Delta\mu+\frac{E\,\Delta T}{T}\right).
$$
Write $I=(2/h)\int M(-\partial f/\partial E)\,dE$, and let averages use the stated weight. Then
$$
J_N=I\left(\Delta\mu+\frac{\langle E\rangle\Delta T}{T}\right),\qquad
J_E=I\left(\langle E\rangle\Delta\mu+\frac{\langle E^2\rangle\Delta T}{T}\right).
$$
Hence $G=e^2I$. Setting $J_N=0$ gives $K=I\operatorname{Var}E/T$, and the ratio follows.

For the power law, let $x=(E-\phi)/k_BT$. The weight is $x^pe^{-x}$, so $\langle x\rangle=p+1$ and $\langle x^2\rangle=(p+1)(p+2)$. The variance is $(p+1)(p+2)-(p+1)^2=p+1$. $\square$

The planar parabolic barrier has $p=1$, because the allowed transverse momenta fill a disc of area $2\pi m(E-\phi)$. A single transverse mode has $p=0$ and half the Lorenz ratio. A constant transmission multiplies $M$ and leaves $L$ unchanged.

The Proposition also covers the opposite limit of a degenerate metal. If $M$ is constant across the thermal window, $L$ measures the variance of $-\partial f/\partial E$, which is $\pi^2(k_BT)^2/3$. The factor is then $3.29$ instead of 2.

## Worked example: a thin semiconductor film between metals

Consider a 50 nm film of In$_{0.53}$Ga$_{0.47}$As between aluminium electrodes at 300 K. The barrier is $\phi=0.20$ eV and the electron mass is $0.041$ free masses. These and the other material inputs in the numerical output are rough typical values.

Here $k_BT=25.85$ meV, so $b=0.20/0.02585=7.74$. Lemma 1 gives $N=1.209\times10^{21}$ cm$^{-2}$s$^{-1}$, or a one-way current density $eN=193.6$ A/cm$^2$. Then
$$
G=\frac{eN}{k_BT/e}=\frac{193.6\ \text{A/cm}^2}{0.02585\ \text{V}}=7490\ \text{S/cm}^2,
$$
$$
K=2k_BN=0.0334\ \text{W/(cm}^2\text{K)},
$$
$$
L=\frac{0.03337}{7490\times300}\ \text{V}^2/\text{K}^2
=1.485\times10^{-8}\ \text{V}^2/\text{K}^2 .
$$
The mean carried energy is $0.2517$ eV, hence $S=-0.2517\ \text{V}/300\ \text{K}=-0.839$ mV/K. A 1 K difference produces 0.839 mV and an electronic heat flux of 33.4 mW/cm$^2$. Shorting the contacts raises the heat conductance by $[(9.74)^2+2]/2=48.4$ times.

The theorem was tested without its moment formulas. The emission integral was evaluated on a momentum grid, with a temperature difference of 0.01 K and the open-circuit condition solved numerically. The factor $L/(k_B/e)^2$ came out as $2.000000$. When the barrier top was also moved by $0.5(\Delta\mu+3k_B\Delta T)$, it was $2.0003$. The small excess is the second-order effect of the finite steps.

## How far the film departs from the ideal factor

Each correction below is computed alone, with the other inputs held fixed, and is stated as a shift of the factor 2.

**Interface reflection: $+0.37$.** At an abrupt interface, matching waves with velocities $v_m$ in the metal and $v_s$ in the film gives the transmission $t=4v_mv_s/(v_m+v_s)^2$. Adding the intensities of repeated reflections between two such interfaces gives
$$
t_2=t^2\left[1+(1-t)^2+\dots\right]=\frac{t^2}{1-(1-t)^2}=\frac{t}{2-t}.
$$
For slow film electrons, $t_2\approx t/2\propto v_s\propto\varepsilon_x^{1/2}$. Integrating over longitudinal energy gives $M\propto(E-\phi)^{3/2}$, so the Proposition predicts a factor $2.5$ in this limit. The computed $2.37$ lies below it because $v_s/v_m$ is not vanishingly small. The same reflection reduces $G$ to $0.38$ of its ideal value.

**Nonparabolic band: $+0.11$.** If $p^2/2m=\varepsilon(1+\alpha\varepsilon)$, the disc of transverse momenta grows as $x(1+ax)$, with $a=\alpha k_BT=0.031$ for $\alpha=1.2$ eV$^{-1}$. The integrals of $x^{n+1}(1+ax)e^{-x}$ for $n=0,1,2$ are $1+2a$, $2+6a$ and $6+24a$, so the factor is
$$
\frac{6+24a}{1+2a}-\left(\frac{2+6a}{1+2a}\right)^2=2.11 .
$$

**Scattering in the film: $+0.07$.** For elastic scattering with relaxation time $\tau$, the diffusion coefficient at speed $v$ is $v^2\tau/3$. An isotropic density $n$ sends a one-way flux $nv/4$ into a film of thickness $d$. In a thick film the transmitted fraction is therefore
$$
\frac{(v^2\tau/3)(n/d)}{nv/4}=\frac{\lambda}{d},\qquad \lambda=\tfrac43v\tau .
$$
The form $\lambda/(\lambda+d)$ joins this limit to ballistic passage. A mobility of $10^4$ cm$^2$/Vs and constant $\tau$ give $\lambda=146$ nm at kinetic energy $k_BT$, and in this interpolation $G$ falls to $0.78$ of its ballistic value. The interpolation is good to a few percent: the Boltzmann equation for isotropic elastic scattering in the slab gives $0.75$, with the same shift of the factor to the digits shown. The estimate is limited to elastic scattering. At room temperature, optical phonons in this material also exchange energies of order $k_BT$ with the electrons, and that exchange is left out. If $\lambda$ did not depend on energy, $G$ would fall but the factor would stay 2. In a thick film with constant $\tau$, $M\propto(E-\phi)^{3/2}$ and the factor would be $2.5$.

**Hole emission: $+0.023$.** Holes use states below the Fermi level, where the weight in the Proposition is also exponentially small. If they carry a fraction $q$ of the conductance, the variance has an added term from the distance between the two mean energies:
$$
q(1-q)\left(\frac{E_g}{k_BT}+4\right)^2 .
$$
The 4 comes from $2k_BT$ of mean kinetic energy on each side of the gap $E_g$. Here the hole-to-electron conductance ratio is $2.18\times10^{-5}$ and $E_g/k_BT=28.6$, which gives $2.18\times10^{-5}\times(32.6)^2=0.023$. A minute hole current matters because an electron and a hole crossing together carry heat but no net charge. The shift is very sensitive to the barrier height, because at fixed gap the hole-to-electron ratio grows as $e^{2\phi/k_BT}$. Raising $\phi$ from 0.20 to 0.25 eV multiplies this ratio by 48, and the shift becomes about $1.1$. Both shifts assume that holes cross as freely as electrons. Heavy holes are slower and are reflected more strongly at abrupt interfaces. With velocity matching applied to both carriers the ratio drops about threefold, and the shifts become roughly $0.008$ and $0.4$.

**Rounded barrier top: $+0.002$.** Image forces lower the middle of the barrier by 1.4 meV and round it. Here $\phi$ is measured to the lowered top, so the lowering itself is already included in it. A semiclassical estimate of tunnelling below that top and reflection above it gives this small shift, and changes $G$ by about half a percent. It leaves out how the steep image potential beside the electrodes alters wave reflection there. That effect can be much larger, so the estimate does not measure the full influence of image forces.

**Fermi statistics: $+0.0001$.** To next order, $-k_BT\,\partial f/\partial E\approx e^{-y}(1-2e^{-y})$ with $y=b+x$. Relative to the classical weight $xe^{-x}$, the added weight is $-2e^{-b}xe^{-2x}$. The first-order change in variance is the integral of this weight times $(x-2)^2-2=x^2-4x+2$:
$$
-2e^{-b}\left(\frac38-1+\frac12\right)=\frac{e^{-b}}4\approx1.1\times10^{-4}.
$$

For the inputs chosen here, the separate shifts add up to $0.58$. This sum indicates their scale, but it is not a prediction of $2.58$, because reflection, scattering and band shape act on the same electrons and do not simply add.

## The real film

The barrier is several $k_BT$ high, so classical emission is a good approximation. At the assumed mobility the film is thinner than the backscattering length, so most electrons that enter it are not scattered back, though in the elastic estimate with fully transmitting interfaces scattering still lowers $G$ by more than a fifth. With the reflecting interfaces in series the relative loss is nearer a tenth, because reflection already supplies most of the resistance. The least secure inputs are the barrier height, which depends on how the interface is made, and the mobility, which is a high value suited to clean material. A slightly higher barrier would make hole emission important, and a lower mobility would strengthen the effect of scattering. Donors at $10^{15}$ cm$^{-3}$ bend the band by 0.41 meV, small beside $k_BT$. The assumption that fails most clearly at a sharp metal-semiconductor interface is full transmission above the barrier. For a square barrier with abrupt interfaces it alone moves the factor from 2 to about $2.4$. This value treats aluminium as a free-electron metal matched to the film by velocity alone, with parallel momentum conserved, so it gives the scale of the effect and not its value at a real contact. Image forces and interface grading change this reflection by amounts not computed here. Grading need not reduce it, because the velocity mismatch depends on how both the potential and the electron mass change across the interface.

The electronic heat would also be hard to isolate. With a rough lattice conductivity of 5 W/(m K), the film conducts $10^4$ W/(cm$^2$K) through its lattice, if thermal resistance at the interfaces is neglected. The electronic share is $3\times10^{-6}$ of that, and holding 1 K across the film would take about $10^4$ W/cm$^2$. The ratio $2(k_B/e)^2$ therefore describes the electronic part of an ideal barrier. It cannot be used to infer the total thermal conductance of this film from its electrical conductance.

## Computed values

```
INPUTS (rough typical values)
temperature                         300 K
electron barrier phi                0.20 eV
electron mass / free mass           0.041
film thickness                      50 nm
relative permittivity               13.9
band gap                            0.74 eV
hole mass / free mass               0.46
nonparabolicity                     1.2 1/eV
mobility                            10000 cm2/Vs
Al Fermi energy                     11.7 eV
background donors                   1.0e+15 cm^-3
lattice conductivity                5.0 W/(m K)
IDEAL BARRIER
kB T                                25.852 meV
b = phi/(kB T)                      7.7363
mean energy phi + 2 kB T            0.2517 eV
longitudinal variance / (kB T)^2    1.000000
transverse variance / (kB T)^2      1.000000
one-way number flux N               1.2086e+21 1/(cm2 s)
one-way current density e N         193.63 A/cm2
conductance G                       7490.1 S/cm2
Seebeck coefficient S               -0.8390 mV/K
open-circuit K                      0.03337 W/(cm2 K)
zero-voltage K0                     1.6152 W/(cm2 K)
K0/K                                48.40
V(hot)-V(cold) for 1 K              0.8390 mV
open-circuit heat flux for 1 K      33.37 mW/cm2
L from finite differences           1.48517 e-8 V2/K2
L = 2 (kB/e)^2                      1.48517 e-8 V2/K2
L factor, finite differences        2.000000
L factor, moving barrier top        2.0003
degenerate-metal factor pi^2/3      3.2899
NEGLECTED EFFECTS: shift of the L factor 2
Fermi degeneracy                    +1.1e-04
rounded top and tunnelling          +0.0024
abrupt-interface reflection         +0.3729
nonparabolic band                   +0.1134
scattering, constant time           +0.0683
hole emission                       +0.0232
sum of separate shifts              +0.5804
SUPPORTING SIZES
G factor, interface reflection      0.379
G factor, scattering                0.776
G factor, rounded top               1.0048
backscattering length at kB T       146 nm
image lowering at midplane          1.44 meV
barrier-top quantum hbar omega      3.60 meV
hole/electron conductance           2.18e-05
donor band bending                  0.41 meV
lattice conductance of film         1.00e+04 W/(cm2 K)
electronic K / lattice conductance  3.34e-06
```
